\section*{Mean Sheath Voltage in a Symmetric Current-Driven Radiofrequency Discharge, part 1}

(Sections cited here and not found follow in the second part.)

\section{The factor three-eighths}

\subsection{Four instants of one cycle}

A plasma between two equal plane electrodes is separated from each of them by a sheath, a layer that holds positive ions but no electrons. Let the ion density in the sheaths be uniform. The voltage across a sheath is then proportional to the square of its thickness, as shown below. Let the electrons swing to and fro as one rigid block, so that one sheath grows by as much as the other shrinks, and let each sheath just close once per cycle.

Measure thickness in units of the swing amplitude and voltage in units that make a sheath of thickness 1 carry voltage 1. At four instants, a quarter of a cycle apart, the state is as follows.
\begin{center}
\begin{tabular}{lcccc}
thickness of sheath a & 1 & 0 & 1 & 2\\
thickness of sheath b & 1 & 2 & 1 & 0\\
voltage $V_a$ & 1 & 0 & 1 & 4\\
voltage $V_b$ & 1 & 4 & 1 & 0\\
$V_b-V_a$ & 0 & 4 & 0 & $-4$
\end{tabular}
\end{center}
The voltage between the electrodes is the difference $V_b-V_a$, because both sheath voltages are measured from the plasma. It swings between $+4$ and $-4$, so its amplitude is 4. The mean of $V_a$ over the four instants is $(1+0+1+4)/4=3/2$. The ratio is
\begin{equation}
\frac{3/2}{4}=\frac38 .
\end{equation}
Four samples give the true time average here. The thickness varies as $1-\sin\omega t$, and its square contains a constant, a term in $\sin\omega t$ and a term in $\cos2\omega t$. Each of the two oscillating terms sums to zero over the four instants.

What remains is to derive the square law, the rigid motion and the closing of the sheaths, and to find what happens when they hold only approximately.

\subsection{Model and conventions}

Electrode a lies at $x=0$ and electrode b at $x=L$. All quantities depend on $x$ and $t$ alone. A generator drives the current density
\begin{equation}
J(t)=J_1\cos\omega t ,
\label{drive}
\end{equation}
counted positive from a to b. The assumptions are these.
\begin{enumerate}
\item The ions are singly charged and have the same density $n$ everywhere and at all times.
\item The electrons neutralise the ions in the bulk and end at sharp edges. No electrons are in the sheaths.
\item The electric field in the bulk is negligible.
\item The current through the sheaths is displacement current. The particle currents there are small beside $J_1$.
\item The two electrodes are equal, and no dc voltage is applied between them.
\end{enumerate}
The sheath at a occupies $0<x<s_a(t)$ and the sheath at b occupies $L-s_b(t)<x<L$. With $\phi_p$ the potential of the bulk, the sheath voltages are
\begin{equation}
V_a=\phi_p-\phi_a,\qquad V_b=\phi_p-\phi_b ,
\end{equation}
where $\phi_a$ and $\phi_b$ are the electrode potentials. Amplitude means the height from zero to peak. The elementary charge is $e>0$.

\subsection{Voltage of one sheath}

In sheath a the charge density is $en$, so Gauss's law reads
\begin{equation}
\frac{\partial E}{\partial x}=\frac{en}{\varepsilon_0},\qquad E(s_a,t)=0 .
\end{equation}
The second condition joins the sheath to the field-free bulk; there is no surface charge at the electron edge. Integration from $s_a$ to $x$ gives
\begin{equation}
E(x,t)=\frac{en}{\varepsilon_0}\,(x-s_a) .
\label{field}
\end{equation}
The field is negative for $x<s_a$. It points towards electrode a and drives ions to it. Since $E=-\partial\phi/\partial x$,
\begin{align}
V_a&=\phi(s_a)-\phi(0)=-\int_0^{s_a}E\,dx
=\frac{en}{\varepsilon_0}\int_0^{s_a}(s_a-x)\,dx\nonumber\\
&=\frac{en}{\varepsilon_0}\left(s_a^2-\frac{s_a^2}{2}\right)
=\frac{en\,s_a^2}{2\varepsilon_0} .
\label{va}
\end{align}
This is the square law. By mirror symmetry $V_b=en\,s_b^2/(2\varepsilon_0)$. Both voltages are positive or zero, so the plasma is never negative with respect to either electrode in this model.

\subsection{Motion of the electron edges}

In one dimension the sum of particle current and displacement current is the same at every $x$. In sheath a the particle current is neglected, so
\begin{equation}
J=\varepsilon_0\frac{\partial E}{\partial t}=-en\,\frac{ds_a}{dt} ,
\end{equation}
where (\ref{field}) was differentiated at fixed $x$. Inserting (\ref{drive}),
\begin{equation}
\frac{ds_a}{dt}=-\frac{J_1}{en}\cos\omega t
\quad\Longrightarrow\quad
s_a=S-s_0\sin\omega t,\qquad s_0=\frac{J_1}{en\omega} .
\label{sa}
\end{equation}
The constant of integration $S$ is the mean thickness. The current fixes the swing $s_0$ but says nothing about $S$.

In the bulk the current is carried by electrons of density $n$ and velocity $u$, so $J=-enu$. Hence $u=-J/(en)=ds_a/dt$: the bulk electrons move with the edge, as they must. All of them have the same velocity at a given time, so the block keeps its width $L-s_a-s_b$. Therefore $s_a+s_b$ is constant. The two electrodes are equal, so the mean thicknesses agree, and
\begin{equation}
s_b=S+s_0\sin\omega t,\qquad s_a+s_b=2S .
\label{sb}
\end{equation}

\subsection{Voltage across both sheaths}

The bulk is an equipotential, so the voltage between the electrodes is
\begin{align}
\phi_a-\phi_b&=(\phi_p-V_a)-(\phi_p-V_b)=V_b-V_a
=\frac{en}{2\varepsilon_0}\,(s_b^2-s_a^2)\nonumber\\
&=\frac{en}{2\varepsilon_0}\,(s_b+s_a)(s_b-s_a)
=\frac{en}{2\varepsilon_0}\,(2S)(2s_0\sin\omega t)\nonumber\\
&=V_1\sin\omega t,\qquad V_1=\frac{2en\,S\,s_0}{\varepsilon_0} .
\label{vab}
\end{align}
Each sheath voltage is a nonlinear function of its charge, yet the pair responds to a sinusoidal current with a sinusoidal voltage. The terms in $\sin^2\omega t$ are equal in $V_a$ and $V_b$ and cancel in the difference.

A capacitor gives the same result. Two sheaths in series have the constant total thickness $2S$ and the capacitance $C=\varepsilon_0/(2S)$ per unit area. The voltage amplitude is then $J_1/(\omega C)=2SJ_1/(\omega\varepsilon_0)$, and putting $J_1=en\omega s_0$ gives back $V_1$. The voltage lags the current by a quarter of a cycle, as it should for a capacitor.

\subsection{Mean voltage of one sheath}

Let a bar denote the average over one cycle. From (\ref{va}) and (\ref{sa}), with $\overline{\sin\omega t}=0$ and $\overline{\sin^2\omega t}=1/2$,
\begin{equation}
\bar V_a=\frac{en}{2\varepsilon_0}\,
\overline{\left(S^2-2Ss_0\sin\omega t+s_0^2\sin^2\omega t\right)}
=\frac{en}{2\varepsilon_0}\left(S^2+\frac{s_0^2}{2}\right) .
\label{mean}
\end{equation}
The same value holds for $\bar V_b$. We write $\bar V$ for both. Divide by $V_1$ and set $r=S/s_0$:
\begin{equation}
\frac{\bar V}{V_1}
=\frac{S^2+s_0^2/2}{4Ss_0}
=\frac{r^2+1/2}{4r}
=\frac r4+\frac1{8r} .
\label{ratio}
\end{equation}
Current drive, symmetry and uniform density do not yet give three-eighths. They leave one free number, the mean thickness in units of the swing.

\subsection{Why the sheaths close}

Each electrode carries the surface charge $-en\,s_a$ or $-en\,s_b$ per unit area, which balances the bare ions in front of it. The mean charge on an electrode is therefore $-enS$, and $S$ changes if the electrode collects a net charge over a cycle.

Suppose first that $S>s_0$. The sheath is then open at all times, and cold electrons never reach the electrode. Ions do reach it, because the field always pushes them there. They deposit positive charge, the mean charge becomes less negative, and $S$ falls. Suppose next that $S<s_0$. The formula for $s_a$ would then become negative during part of the cycle, which means that the electron block runs into the electrode. Electrons are deposited there, the charge becomes more negative, and $S$ rises. The steady state lies between the two cases:
\begin{equation}
S=s_0,\qquad r=1 .
\label{collapse}
\end{equation}
Each sheath touches zero thickness once per cycle, and at that moment a short burst of electrons cancels the ion charge collected during the whole cycle. This is the sense in which the sheaths just collapse. The burst is assumption 4 at its weakest, and its size is estimated in the second half.

With $r=1$ in (\ref{ratio}),
\begin{equation}
\boxed{\;\bar V=\frac38\,V_1,\qquad V_1=\frac{2en\,s_0^2}{\varepsilon_0}
=\frac{2J_1^2}{\varepsilon_0\,e\,n\,\omega^2}\;}
\label{main}
\end{equation}
The ratio does not contain the density, the frequency or the current. The voltages themselves do: at fixed current density they fall as $1/(n\omega^2)$. If the peak-to-peak voltage $2V_1$ is used as the reference, the factor is $3/16$.

\subsection{Waveform of one sheath}

For $S=s_0$ equation (\ref{va}) becomes
\begin{align}
\frac{V_a}{V_1}&=\frac{en\,s_0^2(1-\sin\omega t)^2/(2\varepsilon_0)}{2en\,s_0^2/\varepsilon_0}
=\frac{(1-\sin\omega t)^2}{4}\nonumber\\
&=\frac14-\frac12\sin\omega t+\frac14\cdot\frac{1-\cos2\omega t}{2}
=\frac38-\frac12\sin\omega t-\frac18\cos2\omega t .
\label{wave}
\end{align}
The peak value is $V_a=V_1$, at $\sin\omega t=-1$. At that moment sheath b is closed, and sheath a carries the whole voltage. Each sheath thus swings between 0 and $V_1$. A sinusoid between these limits would have the mean $V_1/2$. The square law keeps the voltage low for a larger part of the cycle and lowers the mean to $3V_1/8$.

If electrode b is grounded, the plasma potential is $V_b$. It is then never negative, reaches $V_1$ once per cycle, and has the mean $3V_1/8$.

\subsection{An argon discharge in numbers}

Take rough typical values for an argon discharge used in plasma etching: frequency 13.56 MHz, electrode gap 5.0 cm, current density amplitude $J_1=8.0$ mA/cm$^2$ and effective ion density $n=2.0\times10^{9}$ cm$^{-3}$. In SI units $J_1=80$ A/m$^2$, $n=2.0\times10^{15}$ m$^{-3}$ and $\omega=2\pi\times13.56\times10^6=8.52\times10^7$ s$^{-1}$. Then
\begin{align}
s_0&=\frac{80}{(1.602\times10^{-19})(2.0\times10^{15})(8.52\times10^{7})}\ \mathrm{m}
=2.93\ \mathrm{mm},\nonumber\\
V_1&=\frac{2\,(1.602\times10^{-19})(2.0\times10^{15})(2.93\times10^{-3})^2}{8.854\times10^{-12}}\ \mathrm V
\simeq621.5\ \mathrm V,\nonumber\\
\bar V&=\tfrac38\times621.5\ \mathrm V=233.1\ \mathrm V .
\end{align}
More digits are kept than the model deserves, so that small corrections can be followed. Each sheath opens to $2s_0=5.86$ mm, and the two together fill that same thickness at all times, a little over a tenth of the gap.

\subsection{Poisson's equation across the gap}

The steps from Gauss's law to the mean voltage can be tested together. The closing of the sheaths is imposed here, not tested. For these parameters the electron block was moved by numerical integration of the current over 720 phases of a cycle, and the smallest thickness of each sheath was set to zero. At each phase Poisson's equation was solved on 2000 cells across the whole gap, with the voltage (\ref{vab}) imposed on the electrodes. Nothing in this calculation forces the field in the bulk to vanish. If the imposed voltage were wrong in size or shape, a potential drop would appear there.

The largest drop over the middle part of the bulk was $6.5\times10^{-6}$ of $V_1$. The mean sheath voltage came out as $0.37499\,V_1$, and the $\sin\omega t$ and $\cos2\omega t$ parts as $-0.50000\,V_1$ and $-0.12500\,V_1$, in agreement with (\ref{wave}).

A second run held the sheaths open, with $r=1.30$. The ratio was then 0.42115. Equation (\ref{ratio}) gives $(1.69+0.5)/5.2=0.42115$. The closing of the sheaths is thus a condition of the factor three-eighths and not a detail.

\section{Ions, warm electrons and real sheaths}

\subsection{Symbols and results carried over}

The ion density is $n$, the current density $J_1\cos\omega t$, and the swing of the electron edge $s_0=J_1/(en\omega)$. The sheath at electrode a has the thickness $s_a=S-s_0\sin\omega t$, and $r=S/s_0$. The voltage across both sheaths is $V_1\sin\omega t$ with $V_1=2enSs_0/\varepsilon_0$. The mean voltage of one sheath is $\bar V=V_1(r/4+1/(8r))$, which is $3V_1/8$ for sheaths that just collapse, $r=1$. In the argon example $s_0=2.93$ mm, $V_1=621.5$ V and $\bar V=233.1$ V. The electron temperature $T_e$ is expressed in volts and is 3.0 V there. The ion mass is $M$ (39.95 u) and the electron mass $m$.

\subsection{Mean energy of the ions}

An ion that crosses sheath a gains the energy $e\int|E|\,dx$, with the field taken at the time when the ion passes $x$. If the crossing lasts many cycles, the ion meets all phases of the field near each $x$, and $|E|$ may be replaced by its time average $\overline{|E|}$. The field is zero outside the sheath, so the integral can run over the fixed range from 0 to $2s_0$, and average and integral may be exchanged:
\begin{equation}
e\int_0^{2s_0}\overline{|E|}\,dx=e\,\overline{\int_0^{2s_0}|E|\,dx}=e\bar V .
\end{equation}
The mean sheath voltage therefore sets the energy of ions that do not collide. This holds to leading order in the ratio of rf period to crossing time.

Some spread remains. By (\ref{field}) the oscillating part of the field inside the sheath is $(en s_0/\varepsilon_0)\sin\omega t$, the same at every $x$. Its amplitude is $E_1=en s_0/\varepsilon_0=V_1/(2s_0)$. It gives the ion an oscillating velocity of amplitude $v_1=eE_1/(M\omega)$ on top of the arrival velocity $v=\sqrt{2e\bar V/M}$. For $v_1\ll v$ the energy $M(v\pm v_1)^2/2$ varies by $\pm Mvv_1$, so the full width is
\begin{equation}
\Delta\mathcal E\simeq2Mvv_1=\frac{2evE_1}{\omega}=\frac{e\,v\,V_1}{\omega s_0} .
\label{width}
\end{equation}
Here $v=3.36\times10^4$ m/s, and $\Delta\mathcal E\simeq84$ eV. If the ions arrive evenly spread in phase, their energy is $e\bar V+(\Delta\mathcal E/2)\sin\theta$ with uniform $\theta$. The spectrum then has a maximum at each end, because the sine lingers at its turning points. Equation (\ref{width}) is an estimate, since it takes the ion to be inside the sheath during the whole last cycle.

In a direct calculation 200 argon ions, evenly spread in phase, entered at $x=2s_0$ with the speed $\sqrt{eT_e/M}$ and moved without collisions in the oscillating field. They needed 9.4 rf periods on average. Their mean energy on arrival was 236.3 eV, against $233.1+1.5=234.6$ eV from $e\bar V$ plus the initial energy. The energies ranged from 193.5 to 277.9 eV, a width of 84 eV.

For uniform ion density, cold electrons, a sinusoidal current and equal electrodes whose sheaths just close, the mean voltage of one sheath is $3/8$ of the voltage amplitude between the electrodes, and it sets the mean energy of ions that cross the sheath without collisions over many cycles. What remains is to estimate how warm electrons, a falling ion density, the bulk voltage, particle currents, ion motion, collisions and unequal electrodes modify these results.
